# Exchange and the absorption onset of a filled parabolic conduction band: test program

```python
"""
Exchange shift of a uniformly filled parabolic conduction band.

Result under test (Hartree atomic units):
  Sigma(k) = -[kF + (kF^2-k^2)/(2k) ln|(kF+k)/(kF-k)|] / (pi eps)
  band bottom:      Sigma(0)  = -2 kF/(pi eps)
  absorption onset: shift     = kF^2/(2 m_r) - kF/(pi eps)
  the onset shift changes sign at kF = 2 m_r/(pi eps)

Symbols: kF Fermi wavevector, eps dielectric constant of the undoped host,
m_c and m_v conduction and valence masses, 1/m_r = 1/m_c + 1/m_v,
n density (both spins, one valley), r_s electron spacing in units eps/m_c.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_CM = physical_constants["Bohr radius"][0] * 100.0


def fermi_wavevector(density):
    return (3.0 * np.pi**2 * density) ** (1.0 / 3.0)


def density_from_kf(kf):
    return kf**3 / (3.0 * np.pi**2)


def sigma_formula(k, kf, eps):
    """Closed form of the exchange shift, with its limits at 0 and kF."""
    if k == 0.0:
        return -2.0 * kf / (np.pi * eps)
    if k == kf:
        return -kf / (np.pi * eps)
    log_term = np.log(abs((kf + k) / (kf - k)))
    return -(kf + (kf**2 - k**2) / (2.0 * k) * log_term) / (np.pi * eps)


# Dimensionless radial grid x = kF r for the real-space integrals
X_GRID = np.linspace(1e-6, 2000.0, 100001)
J1_OVER_X = spherical_jn(1, X_GRID) / X_GRID


def one_spin_density_matrix(kf):
    """Density matrix of one spin of the filled sphere on r = x/kF."""
    return kf**3 / (2.0 * np.pi**2) * J1_OVER_X


def sigma_real_space(k, kf, eps):
    """Minus the integral of density matrix * plane wave / (eps r), k > 0."""
    r = X_GRID / kf
    plane_wave_average = np.sin(k * r) / (k * r)
    integrand = 4.0 * np.pi * r * one_spin_density_matrix(kf)
    return -simpson(integrand * plane_wave_average, x=r) / eps


def exchange_energy_density(density, eps):
    """Total exchange energy per volume from the pair integral."""
    kf = fermi_wavevector(density)
    r = X_GRID / kf
    rho = one_spin_density_matrix(kf)
    return -simpson(4.0 * np.pi * r * rho**2, x=r) / eps


def spacing_parameter(density, mass, eps):
    return (3.0 / (4.0 * np.pi * density)) ** (1.0 / 3.0) * mass / eps


# Model parameters
m_c, m_v, eps = 0.3, 3.0, 9.0
gap_ev = 3.0
n_cm3 = 5.0e20
m_r = 1.0 / (1.0 / m_c + 1.0 / m_v)
n = n_cm3 * BOHR_CM**3
kf = fermi_wavevector(n)

# Density matrix against its definition as a sum over filled plane waves
rho_grid = one_spin_density_matrix(kf)
for index in (50, 250, 600):
    r_test = X_GRID[index] / kf
    direct = quad(lambda q: q * np.sin(q * r_test) / r_test, 0.0, kf,
                  epsabs=1e-14)[0] / (2.0 * np.pi**2)
    assert abs(direct - rho_grid[index]) < 1e-8 * rho_grid[0]

# Bottom shift from an explicit sum over the states of a periodic box.
# The difference of two fillings removes the constant finite-box term.
box = 500.0
axis = np.arange(-61, 62)
n2 = (axis[:, None, None]**2 + axis[None, :, None]**2
      + axis[None, None, :]**2).ravel()
n2 = n2[n2 > 0]


def bottom_shift_in_box(radius):
    q_squared = (2.0 * np.pi / box)**2 * n2[n2 < radius**2]
    return -np.sum(4.0 * np.pi / (eps * q_squared)) / box**3


kf_small, kf_large = (2.0 * np.pi / box * rad for rad in (20.5, 60.5))
box_difference = bottom_shift_in_box(60.5) - bottom_shift_in_box(20.5)
formula_difference = (sigma_formula(0.0, kf_large, eps)
                      - sigma_formula(0.0, kf_small, eps))
box_error = abs(box_difference / formula_difference - 1.0)
assert box_error < 1e-3  # lattice points fluctuate at the sphere surface

# Whole curve against the real-space integral: inside, on, outside
curve_error = 0.0
for ratio in (0.3, 0.7, 1.0, 1.7, 2.5):
    numeric = sigma_real_space(ratio * kf, kf, eps)
    exact = sigma_formula(ratio * kf, kf, eps)
    curve_error = max(curve_error, abs(numeric / exact - 1.0))
assert curve_error < 2e-5  # finite range of the radial integral

# Total exchange energy, and its density derivative against Sigma(kF)
ex_numeric = exchange_energy_density(n, eps)
ex_formula = -kf**4 / (4.0 * np.pi**3 * eps)
assert abs(ex_numeric / ex_formula - 1.0) < 1e-5
dn = 1e-3 * n
ex_slope = (exchange_energy_density(n + dn, eps)
            - exchange_energy_density(n - dn, eps)) / (2.0 * dn)
assert abs(ex_slope / sigma_formula(kf, kf, eps) - 1.0) < 1e-5

# Sigma rises with k; the lowest transition into an empty state is at kF
k_all = np.linspace(0.0, 4.0 * kf, 2001)
sigma_all = np.array([sigma_formula(k, kf, eps) for k in k_all])
assert np.all(np.diff(sigma_all) > 0.0)
for kf_test in (0.01, kf, 0.3):
    k_empty = np.linspace(kf_test, 4.0 * kf_test, 1001)
    transition = np.array([k**2 / (2.0 * m_r)
                           + sigma_formula(k, kf_test, eps)
                           for k in k_empty])
    assert np.argmin(transition) == 0

# Sign change of the onset shift, found from the real-space integral
kf_cross = 2.0 * m_r / (np.pi * eps)
kf_root = brentq(lambda q: q**2 / (2.0 * m_r) + sigma_real_space(q, q, eps),
                 0.003, 0.2, xtol=1e-12)
assert abs(kf_root / kf_cross - 1.0) < 2e-5


# Slope of Sigma grows by ln(10)/(pi eps) per decade of approach to kF
def slope_below_kf(delta):
    k, step = kf * (1.0 - delta), 0.01 * delta * kf
    return (sigma_formula(k + step, kf, eps)
            - sigma_formula(k - step, kf, eps)) / (2.0 * step)


slope_gain = slope_below_kf(1e-5) - slope_below_kf(1e-4)
assert abs(slope_gain * np.pi * eps / np.log(10.0) - 1.0) < 2e-3

# Worked example
bm = kf**2 / (2.0 * m_r)
bottom = sigma_formula(0.0, kf, eps)
at_kf = sigma_formula(kf, kf, eps)
net = bm + at_kf
width_bare = kf**2 / (2.0 * m_c)
width = width_bare + at_kf - bottom
valence_part = kf**2 / (2.0 * m_v)
onset_ev = gap_ev + net * HARTREE_EV
sum_ev = gap_ev + (bottom + width + valence_part) * HARTREE_EV
assert abs(onset_ev - sum_ev) < 1e-10
n_cross = density_from_kf(kf_cross)
rs_floor = spacing_parameter(density_from_kf(2.0 * m_c / (np.pi * eps)),
                             m_c, eps)

print("INPUT (round model parameters)")
print(f"conduction mass m_c = {m_c:.2f} electron masses")
print(f"valence mass m_v = {m_v:.2f} electron masses")
print(f"dielectric constant eps = {eps:.1f}")
print(f"undoped gap = {gap_ev:.2f} eV")
print(f"density n = {n_cm3:.2e} cm^-3")
print("WORKED CASE")
print(f"reduced mass m_r = {m_r:.4f} electron masses")
print(f"density n = {n:.4e} bohr^-3")
print(f"Fermi wavevector kF = {kf:.5f} bohr^-1")
print(f"spacing parameter r_s = {spacing_parameter(n, m_c, eps):.3f}")
for label, value in (("Burstein-Moss shift", bm),
                     ("exchange shift of bottom", bottom),
                     ("exchange shift at kF", at_kf),
                     ("net onset shift", net)):
    print(f"{label} = {value:.6f} hartree = {value * HARTREE_EV:.4f} eV")
print(f"gap at k=0 with exchange = {gap_ev + bottom * HARTREE_EV:.4f} eV")
print(f"occupied width, no exchange = {width_bare * HARTREE_EV:.4f} eV")
print(f"occupied width, with exchange = {width * HARTREE_EV:.4f} eV")
print(f"valence energy part at kF = {valence_part * HARTREE_EV:.4f} eV")
print(f"absorption onset = {onset_ev:.4f} eV")
wrong_onset = gap_ev + (bm + bottom) * HARTREE_EV
print(f"onset if bottom shift is wrongly used = {wrong_onset:.4f} eV")
print(f"offset fraction of Burstein-Moss shift = {-at_kf / bm:.4f}")
print("SIGN CHANGE OF ONSET SHIFT")
print(f"crossover kF = {kf_cross:.5f} bohr^-1")
print(f"crossover density = {n_cross / BOHR_CM**3:.3e} cm^-3")
print(f"r_s at crossover = {spacing_parameter(n_cross, m_c, eps):.3f}")
print(f"smallest r_s at crossover, m_v infinite = {rs_floor:.3f}")
print("TABLE: n (cm^-3), Burstein-Moss, bottom, at kF, net (eV), r_s")
for dens_cm3 in (1e18, 1e19, 1e20, 5e20, 1e21):
    dens = dens_cm3 * BOHR_CM**3
    q = fermi_wavevector(dens)
    row = np.array([q**2 / (2.0 * m_r), sigma_formula(0.0, q, eps),
                    sigma_formula(q, q, eps)]) * HARTREE_EV
    print(f"{dens_cm3:.0e} {row[0]:8.4f} {row[1]:8.4f} {row[2]:8.4f} "
          f"{row[0] + row[2]:8.4f} {spacing_parameter(dens, m_c, eps):7.3f}")
print("NUMERICAL CHECKS")
print(f"box sum, relative error of bottom shift = {box_error:.1e}")
print(f"real-space integral, largest relative error = {curve_error:.1e}")
print(f"exchange energy per volume = {ex_numeric:.4e} hartree/bohr^3")
print(f"its density derivative = {ex_slope:.6f} hartree")
print(f"crossover kF from root search = {kf_root:.5f} bohr^-1")
print("every check passed")
```

Output:

```
INPUT (round model parameters)
conduction mass m_c = 0.30 electron masses
valence mass m_v = 3.00 electron masses
dielectric constant eps = 9.0
undoped gap = 3.00 eV
density n = 5.00e+20 cm^-3
WORKED CASE
reduced mass m_r = 0.2727 electron masses
density n = 7.4092e-05 bohr^-3
Fermi wavevector kF = 0.12994 bohr^-1
spacing parameter r_s = 0.492
Burstein-Moss shift = 0.030953 hartree = 0.8423 eV
exchange shift of bottom = -0.009191 hartree = -0.2501 eV
exchange shift at kF = -0.004596 hartree = -0.1251 eV
net onset shift = 0.026358 hartree = 0.7172 eV
gap at k=0 with exchange = 2.7499 eV
occupied width, no exchange = 0.7657 eV
occupied width, with exchange = 0.8908 eV
valence energy part at kF = 0.0766 eV
absorption onset = 3.7172 eV
onset if bottom shift is wrongly used = 3.5922 eV
offset fraction of Burstein-Moss shift = 0.1485
SIGN CHANGE OF ONSET SHIFT
crossover kF = 0.01929 bohr^-1
crossover density = 1.636e+18 cm^-3
r_s at crossover = 3.316
smallest r_s at crossover, m_v infinite = 3.015
TABLE: n (cm^-3), Burstein-Moss, bottom, at kF, net (eV), r_s
1e+18   0.0134  -0.0315  -0.0158  -0.0024   3.908
1e+19   0.0621  -0.0679  -0.0339   0.0281   1.814
1e+20   0.2881  -0.1463  -0.0731   0.2149   0.842
5e+20   0.8423  -0.2501  -0.1251   0.7172   0.492
1e+21   1.3370  -0.3151  -0.1576   1.1795   0.391
NUMERICAL CHECKS
box sum, relative error of bottom shift = 7.4e-05
real-space integral, largest relative error = 8.2e-07
exchange energy per volume = -2.5537e-07 hartree/bohr^3
its density derivative = -0.004596 hartree
crossover kF from root search = 0.01929 bohr^-1
every check passed
```
